# Zeeman Field and Spin-Valley Anticrossing in a Silicon Dot: verification in Python

```python
"""Spin-valley anticrossing of one electron in a silicon MOS quantum dot.

Result under test: for
  H = Ev/2 tau_z + EZ/2 sigma_z + tau_y (a_par sigma_z + a_perp sigma_perp)
the levels are +-1/2 sqrt((EZ -+ W)^2 + 4 a_perp^2), W = sqrt(Ev^2 + 4 a_par^2),
so the anticrossing lies at EZ = W and has the gap 2 a_perp.
Ev: valley splitting; EZ = g mu_B B: Zeeman energy; tau: valley; sigma: spin
along the field B; a_par, a_perp: spin-valley coupling along and across B.
Energies of the spin-valley problem are in microelectronvolts (ueV).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, expm
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ai_zeros, airy

one = np.eye(2, dtype=complex)
px = np.array([[0, 1], [1, 0]], dtype=complex)
py = np.array([[0, -1j], [1j, 0]])
pz = np.diag([1.0 + 0j, -1.0])
spin_z = np.kron(one, pz)
# basis order: (+,up), (+,down), (-,up), (-,down)


def hamiltonian(ev, ez, a_par, a_perp, phi=0.0):
    transverse = np.cos(phi) * px + np.sin(phi) * py
    return (0.5 * ev * np.kron(pz, one) + 0.5 * ez * spin_z
            + np.kron(py, a_par * pz + a_perp * transverse))


def level_formula(ev, ez, a_par, a_perp):
    w = np.hypot(ev, 2 * a_par)
    inner = 0.5 * np.hypot(ez - w, 2 * a_perp)
    outer = 0.5 * np.hypot(ez + w, 2 * a_perp)
    return np.array([-outer, -inner, inner, outer])


def upper_spin(ev, ez, a_par, a_perp):
    """Expectation of sigma_z in the third level, by diagonalization."""
    vec = np.linalg.eigh(hamiltonian(ev, ez, a_par, a_perp))[1][:, 2]
    return np.vdot(vec, spin_z @ vec).real


# Which spin-dependent products survive time reversal (i sigma_y K)?
reversal = np.kron(one, 1j * py)
allowed = []
for valley_name, valley_op in zip("0xyz", (one, px, py, pz)):
    for spin_name, spin_op in zip("xyz", (px, py, pz)):
        op = np.kron(valley_op, spin_op)
        if np.allclose(reversal @ op.conj() @ np.linalg.inv(reversal), op):
            allowed.append(valley_name + spin_name)
assert allowed == ["yx", "yy", "yz"]

# Levels for random parameters, strong coupling included
rng = np.random.default_rng(4)
for _ in range(200):
    ev_r, ez_r, par_r, perp_r = rng.uniform(0.05, 2.0, 4)
    numeric = np.linalg.eigvalsh(
        hamiltonian(ev_r, ez_r, par_r, perp_r, rng.uniform(0, 2 * np.pi)))
    assert np.allclose(numeric, level_formula(ev_r, ez_r, par_r, perp_r),
                       atol=1e-12)


def middle_gap(matrix):
    energies = np.linalg.eigvalsh(matrix)
    return energies[2] - energies[1]


# Position and size of the smallest gap where W differs clearly from Ev
strong = minimize_scalar(lambda ez: middle_gap(hamiltonian(1, ez, 0.3, 0.15)),
                         bounds=(0.5, 2.0), method="bounded",
                         options={"xatol": 1e-9})
assert abs(strong.x - np.sqrt(1.36)) < 1e-6
assert abs(strong.fun - 0.30) < 1e-10
# Field parallel to the coupling vector: a true crossing
assert middle_gap(hamiltonian(1, np.sqrt(1.36), 0.3, 0.0)) < 1e-12

# Example parameters
ev = 300.0
g_factor = 2.0
a_total = 0.20
angle_deg = 30.0
a_par = a_total * np.cos(np.radians(angle_deg))
a_perp = a_total * np.sin(np.radians(angle_deg))
mu_b = const.physical_constants["Bohr magneton in eV/T"][0] * 1e6
hbar_uev_ns = const.hbar / const.e * 1e15
ghz_per_uev = const.e * 1e-6 / const.h * 1e-9
b_zero = ev / (g_factor * mu_b)
w = np.hypot(ev, 2 * a_par)
b_centre = w / (g_factor * mu_b)

# Uncoupled crossing found from the matrix, not from the formula
bare = brentq(lambda b: (lambda h: (h[2, 2] - h[1, 1]).real)(
    hamiltonian(ev, g_factor * mu_b * b, 0, 0)), 0.1, 10)
assert abs(bare - b_zero) < 1e-9
# Equal spin mixture marks the centre of the anticrossing
ez_half = brentq(lambda ez: upper_spin(ev, ez, a_par, a_perp),
                 ev - 1, ev + 1, xtol=1e-12)
assert abs(ez_half - w) < 1e-8
assert abs(ez_half - ev) > 1e-4

# A g-factor difference between valleys leaves the centre at the mean g
delta_g = 0.01


def gap_two_g(b):
    extra = 0.25 * delta_g * mu_b * b * np.kron(pz, pz)
    return middle_gap(hamiltonian(ev, g_factor * mu_b * b, 0, a_perp) + extra)


two_g = minimize_scalar(gap_two_g, bounds=(b_zero - 0.01, b_zero + 0.01),
                        method="bounded", options={"xatol": 1e-10})
assert abs(two_g.x - b_zero) < 1e-6
assert abs(two_g.fun - 2 * a_perp) < 1e-8

centre_h = hamiltonian(ev, w, a_par, a_perp)
centre_levels = np.linalg.eigvalsh(centre_h)
gap = centre_levels[2] - centre_levels[1]
transitions = centre_levels[1:3] - centre_levels[0]
assert np.allclose(transitions,
                   np.hypot(w, a_perp) + np.array([-a_perp, a_perp]),
                   atol=1e-9)
ground_shift = -w - centre_levels[0]
assert abs(ground_shift / (a_perp**2 / (2 * w)) - 1) < 1e-3

# Coherent oscillation from (-,up) to (+,down) at the centre
period = np.pi * hbar_uev_ns / a_perp
for fraction in (0.13, 0.3, 0.5):
    time = fraction * period
    amplitude = expm(-1j * centre_h * time / hbar_uev_ns)[1, 2]
    assert abs(abs(amplitude)**2
               - np.sin(a_perp * time / hbar_uev_ns)**2) < 1e-5


# Decay of (+,down) at rate Gamma; width = hbar Gamma
def damped_pair(width):
    h = hamiltonian(ev, ev, 0, a_perp)
    h[1, 1] -= 0.5j * width
    values = np.linalg.eigvals(h)
    return values[np.argsort(abs(values.real))[:2]]


below = damped_pair(0.9 * 4 * a_perp)
above = damped_pair(1.1 * 4 * a_perp)
weak = damped_pair(0.1 * a_perp)
assert abs(abs(below[0].real - below[1].real)
           - 2 * a_perp * np.sqrt(1 - 0.9**2)) < 1e-8
assert abs(above[0].real - above[1].real) < 1e-8
# amplitude decay Gamma/4 means population decay Gamma/2
assert np.allclose(weak.imag, -0.1 * a_perp / 4, atol=1e-8)
gamma_limit = 4 * a_perp / hbar_uev_ns * 1e9

# Triangular well at the interface: lengths in nm, energies in eV
field = 0.015            # eV/nm, equal to 0.15 MV/cm
mass_l, mass_t = 0.92, 0.19
kinetic = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
zeros = -ai_zeros(2)[0]


def well_scale(mass, f):
    return (kinetic / mass * f**2)**(1 / 3)


def finite_difference_well(mass, f, length=22.0, points=2200):
    step = length / (points + 1)
    z = step * np.arange(1, points + 1)
    hop = kinetic / mass / step**2
    values, vectors = eigh_tridiagonal(
        2 * hop + f * z, -hop * np.ones(points - 1),
        select="i", select_range=(0, 1))
    psi = vectors[:, 0] / np.sqrt(step)
    mean = np.sum(psi**2 * z) * step
    spread = np.sqrt(np.sum(psi**2 * (z - mean)**2) * step)
    return values, spread, (psi[0] / step)**2


energies_l = zeros * well_scale(mass_l, field)
energy_t = zeros[0] * well_scale(mass_t, field)
length_l = well_scale(mass_l, field) / field
moments = [quad(lambda u: u**k * airy(u - zeros[0])[0]**2, 0, 16)[0]
           for k in range(3)]
sigma_z = length_l * np.sqrt(moments[2] / moments[0]
                             - (moments[1] / moments[0])**2)
fd_energy, fd_spread, fd_slope = finite_difference_well(mass_l, field)
fd_slope_half = finite_difference_well(mass_l, field / 2)[2]
fd_energy_t = finite_difference_well(mass_t, field)[0][0]
assert np.allclose(fd_energy, energies_l, rtol=1e-3)
assert abs(fd_energy_t / energy_t - 1) < 1e-3
assert abs(fd_spread / sigma_z - 1) < 1e-3
# slope squared at a hard wall is proportional to the field
assert abs(fd_slope / fd_slope_half - 2) < 2e-3
assert abs(fd_slope / (mass_l * field / kinetic) - 1) < 2e-3

diamagnetic = ((const.e * b_zero * sigma_z * 1e-9)**2
               / (2 * mass_t * const.m_e) / const.e * 1e6)
field_tolerance = field * 10 * gap / ev * 1e6   # V/cm
g_shift = b_zero * 0.001 / g_factor * 1e3


def excited_population(temperature):
    kt = const.k * temperature / const.e * 1e6
    weights = np.exp(-(centre_levels - centre_levels[0]) / kt)
    return weights[1:].sum() / weights.sum()


# Oxide: rough barrier 3.1 eV, tunnelling mass 0.42, thickness 10 nm
barrier, mass_ox, thickness = 3.1, 0.42, 10.0
field_ox = field * 11.7 / 3.9
exponent = 2 * quad(lambda z: np.sqrt(mass_ox * (barrier - field_ox * z)
                                      / kinetic), 0, thickness)[0]

print("INPUTS (rough values for a silicon MOS dot)")
print(f"valley splitting Ev = {ev / 1000:.3f} meV")
print(f"g factor = {g_factor:.3f}")
print(f"Bohr magneton = {mu_b:.4f} ueV/T")
print(f"coupling |a| = {a_total:.3f} ueV, angle to B = {angle_deg:.0f} deg")
print(f"a_par = {a_par:.4f} ueV, a_perp = {a_perp:.4f} ueV")
print("CROSSING AND ANTICROSSING")
print(f"uncoupled crossing field B0 = {b_zero:.4f} T")
print(f"shift of centre, W - Ev = {w - ev:.3e} ueV")
print(f"shift of centre in field = {(b_centre - b_zero) * 1e6:.3f} uT")
print(f"gap = {gap:.4f} ueV = {gap * ghz_per_uev * 1e3:.2f} MHz")
print(f"field width gap/(g mu_B) = {gap / (g_factor * mu_b) * 1e3:.3f} mT")
print(f"ground level lowered by {ground_shift:.3e} ueV")
print(f"lower transition = {transitions[0] * ghz_per_uev:.4f} GHz")
print(f"upper transition = {transitions[1] * ghz_per_uev:.4f} GHz")
print(f"oscillation period at centre = {period:.2f} ns")
print(f"decay-rate limit 4 a_perp/hbar = {gamma_limit:.3e} 1/s")
print("MIDDLE PAIR: B-Bcentre (mT), E_low (ueV), E_up (ueV), P_up(spin up)")
for offset in (-20, -5, -1, 0, 1, 5, 20):
    ez = g_factor * mu_b * (b_centre + offset * 1e-3)
    pair = np.linalg.eigvalsh(hamiltonian(ev, ez, a_par, a_perp))[1:3]
    spin = upper_spin(ev, ez, a_par, a_perp)
    detuning = ez - w
    assert abs(spin - detuning / np.hypot(detuning, 2 * a_perp)) < 1e-8
    print(f"{offset:4d}  {pair[0]:9.4f}  {pair[1]:9.4f}  {(1 + spin) / 2:.5f}")
print("NEGLECTED EFFECTS")
print(f"interface field = {field * 10:.3f} MV/cm")
print(f"masses: m_l = {mass_l:.2f}, m_t = {mass_t:.2f} (electron masses)")
print(f"next subband above lowest = {np.diff(energies_l)[0] * 1e3:.1f} meV")
print(f"other four valleys above = {(energy_t - energies_l[0]) * 1e3:.1f} meV")
print(f"rms thickness of the state = {sigma_z:.3f} nm")
print(f"common diamagnetic shift at B0 = {diamagnetic:.2f} ueV")
print(f"interface-field change moving Ev by one gap = "
      f"{field_tolerance:.1f} V/cm")
print(f"B0 change for a g change of 0.001 = {g_shift:.3f} mT")
for temperature in (0.1, 1.0):
    kt = const.k * temperature / const.e * 1e6
    print(f"T = {temperature:.1f} K: kT = {kt:.2f} ueV, excited population = "
          f"{excited_population(temperature):.2e}")
print(f"oxide field = {field_ox * 10:.3f} MV/cm")
print(f"oxide: barrier {barrier:.1f} eV, mass {mass_ox:.2f}, "
      f"thickness {thickness:.0f} nm")
print(f"oxide tunnelling exponent = {exponent:.1f} (factor exp(-exponent))")
print("checks complete")
```

It prints:

```
INPUTS (rough values for a silicon MOS dot)
valley splitting Ev = 0.300 meV
g factor = 2.000
Bohr magneton = 57.8838 ueV/T
coupling |a| = 0.200 ueV, angle to B = 30 deg
a_par = 0.1732 ueV, a_perp = 0.1000 ueV
CROSSING AND ANTICROSSING
uncoupled crossing field B0 = 2.5914 T
shift of centre, W - Ev = 2.000e-04 ueV
shift of centre in field = 1.728 uT
gap = 0.2000 ueV = 48.36 MHz
field width gap/(g mu_B) = 1.728 mT
ground level lowered by 1.667e-05 ueV
lower transition = 72.5155 GHz
upper transition = 72.5639 GHz
oscillation period at centre = 20.68 ns
decay-rate limit 4 a_perp/hbar = 6.077e+08 1/s
MIDDLE PAIR: B-Bcentre (mT), E_low (ueV), E_up (ueV), P_up(spin up)
 -20    -1.1620     1.1620  0.00185
  -5    -0.3062     0.3062  0.02741
  -1    -0.1155     0.1155  0.24952
   0    -0.1000     0.1000  0.50000
   1    -0.1155     0.1155  0.75048
   5    -0.3062     0.3062  0.97259
  20    -1.1620     1.1620  0.99815
NEGLECTED EFFECTS
interface field = 0.150 MV/cm
masses: m_l = 0.92, m_t = 0.19 (electron masses)
next subband above lowest = 36.8 meV
other four valleys above = 34.0 meV
rms thickness of the state = 0.978 nm
common diamagnetic shift at B0 = 2.97 ueV
interface-field change moving Ev by one gap = 100.0 V/cm
B0 change for a g change of 0.001 = 1.296 mT
T = 0.1 K: kT = 8.62 ueV, excited population = 1.52e-15
T = 1.0 K: kT = 86.17 ueV, excited population = 5.88e-02
oxide field = 0.450 MV/cm
oxide: barrier 3.1 eV, mass 0.42, thickness 10 nm
oxide tunnelling exponent = 112.6 (factor exp(-exponent))
checks complete
```
